\section*{Heavy- and Light-Hole Splitting under Biaxial Strain with Split-Off Coupling}

\section{The valence-band edge of a biaxially strained film}

A band-structure calculation with spin--orbit coupling, done for a film under biaxial strain, gives a splitting $D$ between the two highest valence levels at $\mathbf k=0$. To pass it to a device model one must decide whether the deformation potential $b$ follows, up to sign, by dividing half of $D$ by the difference between the normal and in-plane strains, and whether four valence states suffice or six are needed. Both answers depend on how the strain energy compares with the spin--orbit splitting $\Delta$. For the compressed film in the example below, using half of $D$ gives a $b$ that is too small in magnitude by a factor of about three.

\subsection{Strain in the film}

Consider a diamond or zincblende crystal strained equally along $x=[100]$ and $y=[010]$, with a free surface normal to $z=[001]$. Write $\varepsilon_\parallel=\varepsilon_{xx}=\varepsilon_{yy}$, positive for tension, and assume linear elasticity and no shear. The free surface requires
\begin{equation}
\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon_\parallel .
\label{eq:ezz}
\end{equation}
The in-plane stress is $\sigma_\parallel=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_{zz}$, so that
\begin{equation}
\sigma_\parallel=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon_\parallel .
\label{eq:stress}
\end{equation}

\subsection{The strain Hamiltonian}

Without spin, the valence edge is a triplet $|X\rangle,|Y\rangle,|Z\rangle$ that transforms like $x,y,z$ under the tetrahedral symmetry operations about an atom, which are all that is needed here. To first order in strain its Hamiltonian is $H_{ab}=\sum_{ij}T_{abij}\varepsilon_{ij}$. A twofold rotation about $z$ reverses $x$ and $y$, so a nonzero $T_{abij}$ must contain the labels $x$ and $y$ an even number of times in total. The rotation about $x$ says the same of $y$ and $z$. The three label counts therefore have equal parity, and since they add up to four, each is even. Hence $H_{XX}$ contains only diagonal strains and $H_{XY}$ only $\varepsilon_{xy}$. The remaining cubic operations interchange the axes and make equivalent coefficients equal:
\begin{equation}
H_{XX}=\lambda\varepsilon_{xx}+\mu(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
H_{XY}=\nu\,\varepsilon_{xy},
\label{eq:cubic}
\end{equation}
and cyclic permutations. The usual Bir--Pikus constants are defined by
\begin{equation}
\lambda=a_v+2b,\qquad \mu=a_v-b,\qquad \nu=\sqrt3\,d .
\label{eq:constants}
\end{equation}
Energies are electron energies, so the highest valence level is the first to receive holes. With $\mathrm{Tr}\,\varepsilon=2\varepsilon_\parallel+\varepsilon_{zz}$, biaxial strain gives
\begin{align}
H_{XX}=H_{YY}&=(a_v+2b)\varepsilon_\parallel+(a_v-b)(\varepsilon_\parallel+\varepsilon_{zz})\nonumber\\
&=a_v\mathrm{Tr}\,\varepsilon-b(\varepsilon_{zz}-\varepsilon_\parallel),\\
H_{ZZ}&=(a_v+2b)\varepsilon_{zz}+2(a_v-b)\varepsilon_\parallel\nonumber\\
&=a_v\mathrm{Tr}\,\varepsilon+2b(\varepsilon_{zz}-\varepsilon_\parallel).
\end{align}
One energy measures the tetragonal distortion. By (\ref{eq:ezz}) it is
\begin{equation}
Q\equiv b(\varepsilon_{zz}-\varepsilon_\parallel)
=-b\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon_\parallel .
\label{eq:Q}
\end{equation}
For $b<0$, the case treated here, compression means $Q<0$ and tension $Q>0$. The term $a_v\mathrm{Tr}\,\varepsilon$ moves all levels together and cancels from every splitting. It is taken as the energy zero from here on, which leaves
\begin{equation}
H_\varepsilon=-Q+3Q\,|Z\rangle\langle Z| .
\label{eq:Heps}
\end{equation}
In a calculation without spin--orbit coupling, the energy of the $X,Y$ doublet minus that of $Z$ is therefore $-3Q$, not $-2Q$.

\subsection{Spin--orbit coupling}

In Gaussian units the spin--orbit operator is $(\hbar/4m^2c^2)(\nabla V\times\mathbf p)\cdot\boldsymbol\sigma$. Within the triplet, cubic symmetry makes the matrices of $\nabla V\times\mathbf p$ proportional to those of an orbital angular momentum $\mathbf L$ with $L=1$, defined by $L_z|X\rangle=i\hbar|Y\rangle$, $L_z|Y\rangle=-i\hbar|X\rangle$, $L_z|Z\rangle=0$ and cyclic permutations. The one constant left is expressed by an energy $\Delta$, taken as positive and independent of strain. A constant $-\Delta/3$ is added to put the energy zero at the upper unstrained level:
\begin{equation}
H_{so}=\frac{2\Delta}{3\hbar^2}\,\mathbf L\cdot\mathbf S-\frac{\Delta}{3}.
\label{eq:Hso}
\end{equation}
With $\mathbf J=\mathbf L+\mathbf S$ and $\mathbf L\cdot\mathbf S=\tfrac12(J^2-L^2-S^2)$, the product equals $\tfrac{\hbar^2}{2}(\tfrac{15}{4}-2-\tfrac34)=\tfrac{\hbar^2}{2}$ for $J=\tfrac32$ and $\tfrac{\hbar^2}{2}(\tfrac34-2-\tfrac34)=-\hbar^2$ for $J=\tfrac12$. The unstrained levels are thus $0$, fourfold, and $-\Delta$, twofold.

\subsection{Separation by $J_z$}

Since $|Z\rangle\langle Z|=1-L_z^2/\hbar^2$ in the triplet, $H_\varepsilon$ commutes with $L_z$ and $S_z$, and the full Hamiltonian commutes with $J_z$. Let
\begin{equation}
|+\rangle=-\frac{|X\rangle+i|Y\rangle}{\sqrt2},\qquad L_z|+\rangle=\hbar|+\rangle .
\end{equation}
The only state with $J_z=\tfrac32\hbar$ is $|{+}\uparrow\rangle$. It belongs to $J=\tfrac32$ and has no $Z$ part, so (\ref{eq:Heps}) gives the heavy-hole level
\begin{equation}
E_{HH}=-Q .
\label{eq:HH}
\end{equation}

Two states have $J_z=\tfrac12\hbar$. The lowering operator gives $J_-|{+}\uparrow\rangle=\sqrt2\,\hbar|Z\uparrow\rangle+\hbar|{+}\downarrow\rangle$, of norm $\sqrt3\,\hbar$. The normalized state and its orthogonal partner are
\begin{align}
|\ell\rangle&=\sqrt{\tfrac23}\,|Z\uparrow\rangle+\sqrt{\tfrac13}\,|{+}\downarrow\rangle
&&(J=\tfrac32),\label{eq:l}\\
|s\rangle&=\sqrt{\tfrac13}\,|Z\uparrow\rangle-\sqrt{\tfrac23}\,|{+}\downarrow\rangle
&&(J=\tfrac12).\label{eq:s}
\end{align}
Only $Z$ amplitudes enter the second term of (\ref{eq:Heps}):
\begin{align}
\langle\ell|H_\varepsilon|\ell\rangle&=-Q+3Q\cdot\tfrac23=Q,\nonumber\\
\langle s|H_\varepsilon|s\rangle&=-Q+3Q\cdot\tfrac13=0,\\
\langle\ell|H_\varepsilon|s\rangle&=3Q\sqrt{\tfrac23}\sqrt{\tfrac13}=\sqrt2\,Q .\nonumber
\end{align}
Adding the spin--orbit energies $0$ and $-\Delta$ gives
\begin{equation}
H_{1/2}=\begin{pmatrix}Q&\sqrt2\,Q\\ \sqrt2\,Q&-\Delta\end{pmatrix}.
\label{eq:block}
\end{equation}
Time reversal maps these states onto those with negative $J_z$ and leaves strain unchanged, so every level is doubly degenerate. The strain that shifts the light hole also mixes it with the split-off state, with a matrix element larger than the shift itself.

\subsection{Levels and splitting}

The secular equation of (\ref{eq:block}) is
\begin{equation}
(Q-E)(-\Delta-E)-2Q^2=E^2+(\Delta-Q)E-Q\Delta-2Q^2=0 .
\label{eq:secular}
\end{equation}
Its discriminant is $(\Delta-Q)^2+4Q\Delta+8Q^2=\Delta^2+2\Delta Q+9Q^2$. Hence
\begin{equation}
E_{LH,SO}=\tfrac12\left(Q-\Delta\pm R\right),\qquad
R=\sqrt{\Delta^2+2\Delta Q+9Q^2},
\label{eq:levels}
\end{equation}
with the upper sign for the light hole. Subtracting $E_{LH}$ from (\ref{eq:HH}),
\begin{equation}
D\equiv E_{HH}-E_{LH}=\tfrac12\left(\Delta-3Q-R\right).
\label{eq:D}
\end{equation}
At finite strain the name ``light hole'' denotes the upper level with $J_z=\pm\tfrac12\hbar$, which is a mixture of $|\ell\rangle$ and $|s\rangle$.

The order of the levels follows from the left side of (\ref{eq:secular}), which equals $(E_{LH}-E)(E_{SO}-E)$. At $E=-Q$ its value is $2Q(Q-\Delta)-2Q^2=-2Q\Delta$. For $Q>0$ this is negative, so the heavy hole lies between the light hole and the split-off level. For $Q<0$ it is positive, so both other levels lie on the same side of the heavy hole. Their mean, $(Q-\Delta)/2$, is negative while $-Q$ is positive, so that side is below. In this model the heavy hole meets another level only at $Q=0$.

\subsection{Composition of the light hole}

Separate the mean of the diagonal elements from (\ref{eq:block}):
\begin{equation}
H_{1/2}=\frac{Q-\Delta}{2}+\frac12
\begin{pmatrix}Q+\Delta&2\sqrt2\,Q\\2\sqrt2\,Q&-(Q+\Delta)\end{pmatrix}.
\end{equation}
Since $(Q+\Delta)^2+8Q^2=R^2$, the upper eigenvector is $\cos\theta\,|\ell\rangle+\sin\theta\,|s\rangle$ with $\cos2\theta=(Q+\Delta)/R$ and $\sin2\theta=2\sqrt2\,Q/R$. Its split-off weight is
\begin{equation}
w_s=\sin^2\theta=\frac12\left(1-\frac{\Delta+Q}{R}\right).
\label{eq:ws}
\end{equation}
For the weight $w_Z$ of the $Z$ orbital, use $dE_{LH}/dQ=\langle\partial H/\partial Q\rangle=-1+3w_Z$, which follows from (\ref{eq:Heps}). Because $R\,dR/dQ=\Delta+9Q$, (\ref{eq:levels}) gives $dE_{LH}/dQ=\frac12[1+(\Delta+9Q)/R]$, and
\begin{equation}
w_Z=\frac12+\frac{\Delta+9Q}{6R}.
\label{eq:wz}
\end{equation}
At $Q=0$ this is $\tfrac23$, as in (\ref{eq:l}).

\subsection{Small strain}

For $|Q|\ll\Delta$, write (\ref{eq:secular}) as $E=Q+2Q^2/(\Delta+E)$ and insert $E=Q+O(Q^2/\Delta)$ on the right:
\begin{align}
E_{LH}&=Q+\frac{2Q^2}{\Delta}-\frac{2Q^3}{\Delta^2}+O(Q^4/\Delta^3),\\
D&=-2Q\left(1+\frac{Q}{\Delta}-\frac{Q^2}{\Delta^2}\right)+O(Q^4/\Delta^3).
\label{eq:small}
\end{align}
The leading term $-2Q$ is the result of a four-state model restricted to $J=\tfrac32$. The next term is repulsion from the split-off level, which pushes the light hole up for either sign of strain. It reduces the splitting under compression, where the light hole is the lower of the two, and increases it under tension. To leading order the correction is a fraction $|Q|/\Delta$ of $2|Q|$, so ten per cent accuracy requires $|Q|\lesssim\Delta/10$.

\subsection{Large strain: a ceiling under compression}

For $|Q|\gg\Delta$ expand the root to second order in $\Delta/Q$:
\begin{align}
R&=3|Q|\sqrt{1+\frac{2\Delta}{9Q}+\frac{\Delta^2}{9Q^2}}\nonumber\\
&=3|Q|\left[1+\frac{\Delta}{9Q}+\left(\frac1{18}-\frac1{162}\right)\frac{\Delta^2}{Q^2}+\dots\right]\nonumber\\
&=3|Q|+\frac{|Q|}{Q}\frac{\Delta}{3}+\frac{4\Delta^2}{27|Q|}+\dots
\end{align}
Inserting this in (\ref{eq:D}) gives
\begin{align}
D&\simeq\frac{2\Delta}{3}-\frac{2\Delta^2}{27|Q|}&&(Q<0),\label{eq:comp}\\
D&\simeq-3Q+\frac{\Delta}{3}-\frac{2\Delta^2}{27Q}&&(Q>0).\label{eq:tens}
\end{align}

Under strong compression the $Z$ orbital lies $3|Q|$ below the $X,Y$ doublet and drops out of the upper levels. The doublet is split by the part $(2\Delta/3\hbar^2)L_zS_z$ alone, which equals $+\Delta/3$ for $|{+}\uparrow\rangle$ and $-\Delta/3$ for $|{+}\downarrow\rangle$. Their distance is $2\Delta/3$, and more strain cannot increase it. Under strong tension the light hole becomes the $Z$ orbital, which has no first-order spin--orbit energy, and $D$ grows with slope $-3$ in $Q$.

The approach to the ceiling is monotonic. Differentiating (\ref{eq:D}),
\begin{equation}
\frac{dD}{dQ}=-\frac12\left(3+\frac{\Delta+9Q}{R}\right),
\qquad 9R^2-(\Delta+9Q)^2=8\Delta^2>0 .
\end{equation}
The second relation gives $|\Delta+9Q|<3R$, so the slope is negative for all $Q$. As compression increases, $D$ rises towards $2\Delta/3$ without reaching it.

\subsection{Obtaining $b$ from a computed splitting}

Equation (\ref{eq:D}) can be inverted without a root. Put $E=E_{LH}=-Q-D$ in (\ref{eq:secular}):
\begin{equation}
(2Q+D)(Q+D-\Delta)=2Q^2 .
\end{equation}
The terms in $Q^2$ cancel, leaving $Q(3D-2\Delta)+D(D-\Delta)=0$, or
\begin{equation}
Q=-\frac{D(\Delta-D)}{2\Delta-3D},
\label{eq:inverse}
\end{equation}
after which (\ref{eq:Q}) gives $b$. The denominator vanishes at the ceiling: there $D$ carries information about $\Delta$ and hardly any about $b$.

\subsection{Worked example}

Take the round values $\Delta=40$ meV, $b=-2$ eV, $C_{11}=160$ GPa and $C_{12}=64$ GPa. For $\varepsilon_\parallel=-1\%$, (\ref{eq:ezz}) gives $\varepsilon_{zz}=+0.8\%$, and (\ref{eq:stress}) gives $\sigma_\parallel=172.8\times(-0.01)=-1.73$ GPa. Then
\begin{align}
Q&=2000\times1.8\times(-0.01)=-36\ \text{meV},\nonumber\\
R&=\sqrt{1600-2880+11664}=101.9\ \text{meV},\\
D&=\tfrac12(40+108-101.9)=23.05\ \text{meV}=3.69\times10^{-14}\ \text{erg}.\nonumber
\end{align}
Direct diagonalization of the six-state matrix gives heavy-hole, light-hole and split-off levels at $36.00$, $12.95$ and $-88.95$ meV, in agreement with (\ref{eq:HH}) and (\ref{eq:levels}). The four-state value is $-2Q=72$ meV, three times too large. The light hole has a split-off weight of 0.48 and a $Z$ weight of only 0.04, so it is already close to $|{+}\downarrow\rangle$, and $D$ is at 86\% of the ceiling of 26.7 meV.

For $\varepsilon_\parallel=+1\%$, $Q=+36$ meV and $R=\sqrt{1600+2880+11664}=127.1$ meV, so $D=\frac12(40-108-127.1)=-97.5$ meV. The light hole is on top, with a $Z$ weight of 0.98. The dependence on strain, with all other parameters fixed, is:
\begin{center}
\begin{tabular}{rrrr}
$\varepsilon_\parallel$ (\%) & $Q$ (meV) & $D$ (meV) & $-2Q$ (meV)\\
$-2.0$ & $-72.0$ & $24.9$ & $144.0$\\
$-0.5$ & $-18.0$ & $19.3$ & $36.0$\\
$-0.1$ & $-3.6$ & $6.5$ & $7.2$\\
$0.1$ & $3.6$ & $-7.8$ & $-7.2$\\
$0.5$ & $18.0$ & $-45.6$ & $-36.0$\\
$2.0$ & $72.0$ & $-204.2$ & $-144.0$
\end{tabular}
\end{center}
Doubling the compression from 1\% to 2\% adds less than 2 meV.

Now suppose that $D=23.05$ meV is the computed datum. Division by two gives $|Q|=11.5$ meV and $b=-11.5/0.018$ meV $=-0.64$ eV. Equation (\ref{eq:inverse}) gives $Q=-23.05\times16.95/10.85=-36$ meV and recovers $b=-2$ eV. The inversion is delicate, however: reducing $|Q|$ by 10\% lowers $D$ only to 22.6 meV, or by 2\%, so an error of 2\% in $D$ becomes 11 to 14\% in $b$, depending on its sign. At $+1\%$ the same reduction changes $D$ from $-97.5$ to $-87.0$ meV, or by 11\%. For these parameters $b$ is better taken from the tensile side, or from the splitting $-3Q$ of a calculation without spin--orbit coupling.

\subsection{What the zone-centre model leaves out}

At 300 K, $k_BT=25.9$ meV, slightly more than the compressive splitting. At $\mathbf k=0$ the Boltzmann factor of the lower level relative to the upper is 0.41 at $-1\%$ and 0.02 at $+1\%$. These factors are not population ratios, which also depend on the density of states and on how the gap changes with $\mathbf k$.

Most holes are not at $\mathbf k=0$. The symmetry argument behind (\ref{eq:cubic}) also holds with $\varepsilon_{ij}$ replaced by $k_ik_j$. In terms of the Luttinger parameters, the constants are then $-(\gamma_1+4\gamma_2)$, $-(\gamma_1-2\gamma_2)$ and $-6\gamma_3$, times $\hbar^2/2m$. Take $\gamma_1,\gamma_2,\gamma_3=4.3,0.3,1.4$ and a thermal wave vector defined by $\hbar^2\gamma_1k^2/2m=k_BT$, which is 0.40 nm$^{-1}$. This is a modest choice: at this wave vector and $\pm1\%$ strain, the top band has fallen by less than $k_BT$ from its value at $\mathbf k=0$ in most directions, so typical thermal wave vectors are larger. At $-1\%$ the gap between the two highest pairs of levels is then 25 meV along $[100]$ but 55 meV along $[110]$, against 23 meV at $\mathbf k=0$. This is the largest omission found for the compressed film. At $+1\%$ the two gaps are 102 and 89 meV, against 97.5 meV.

The other effects, each taken alone, change the numbers as follows.
\begin{itemize}
\item Confinement in a 10 nm hard-wall channel, at zero in-plane wave vector, gives $D=23.3$ meV at $-1\%$ and $-90.9$ meV at $+1\%$, where $D$ is taken between the first heavy-hole and first light-hole subbands. At $+1\%$ a second light-hole subband lies between these two. For a width $w$, (\ref{eq:D}) still holds with $Q$ replaced by $Q-2\gamma_2(\hbar^2/2m)(\pi/w)^2$. The added term is only $-2.3$ meV at 10 nm but $-25$ meV at 3 nm, where $D$ at $+1\%$ shrinks to $-26$ meV. A strong gate field acts in the same direction, so in thin or strongly gated channels confinement can cancel much of the tensile splitting.
\item A shear $\varepsilon_{xy}=0.1\%$ with $d=-5$ eV couples $X$ to $Y$, so $J_z$ is no longer conserved. The gap becomes 28.7 meV at $-1\%$ and 95.3 meV at $+1\%$.
\item A value of $\Delta$ larger by 5\% gives $D=24.0$ and $-97.1$ meV.
\end{itemize}
The shear and the changes of $Q$ and $\Delta$ are chosen allowances, not computed properties of a material. Terms quadratic in strain are not included.

The parameters are roughly those of silicon. A silicon layer grown on a relaxed silicon--germanium buffer is under biaxial tension, and a silicon--germanium layer grown on silicon is under biaxial compression; strains near 1\% are realistic in both. Germanium has a much larger $\Delta$, so in the alloy the ceiling $2\Delta/3$ is higher than here and the compressed example does not describe it. With $\Delta=100$ meV, roughly the value for an alloy mismatched to silicon by 1\%, and the same $Q=-36$ meV, (\ref{eq:D}) gives $D=44$ meV, and the four-state value is too large by a factor of 1.6 rather than three. A silicon p-channel transistor can instead be stressed along a $\langle110\rangle$ channel, which breaks the assumption of zero shear. In the example, a shear of only 0.1\% already moves the compressive gap from 23 to 29 meV, about 24\%, so (\ref{eq:D}) should not be applied to such a device.

For a model at $\mathbf k=0$ under pure biaxial strain, four states are therefore adequate to about 10\% while $|Q|\lesssim\Delta/10$, which here means strains up to about 0.1\%. Beyond that the split-off states must be kept. In a confined channel the confinement term adds to $Q$, so the strain alone does not settle the choice. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Delta = 40.0 meV, b = -2.0 eV, d = -5.0 eV
C11 = 160 GPa, C12 = 64 GPa
g1, g2, g3 = 4.3, 0.3, 1.4 (dimensionless)
ceiling 2 Delta/3 = 26.67 meV
kT at 300 K = 25.85 meV
thermal wave vector = 0.397 1/nm
--- in-plane strain -1.0 % ---
normal strain = +0.80 %, stress = -1.728 GPa
Q = -36.00 meV, R = 101.90 meV
E_HH, E_LH, E_SO = +36.00, +12.95, -88.95 meV
D = +23.05 meV = +3.693e-14 erg
D without split-off states = +72.00 meV
LH weights: split-off 0.480, Z orbital 0.036
Boltzmann factor exp(-|D|/kT) = 0.410
gap at thermal k: [100] 25.20, [110] 54.56 meV
D in a 10 nm hard-wall channel = +23.27 meV
gap with e_xy = 0.1 % = 28.66 meV
D with |Q| 10 % smaller = +22.62 meV
D with Delta 5 % larger = +24.00 meV
--- in-plane strain +1.0 % ---
normal strain = -0.80 %, stress = +1.728 GPa
Q = +36.00 meV, R = 127.06 meV
E_HH, E_LH, E_SO = -36.00, +61.53, -65.53 meV
D = -97.53 meV = -1.563e-13 erg
D without split-off states = -72.00 meV
LH weights: split-off 0.201, Z orbital 0.977
Boltzmann factor exp(-|D|/kT) = 0.023
gap at thermal k: [100] 101.89, [110] 88.78 meV
D in a 10 nm hard-wall channel = -90.92 meV
gap with e_xy = 0.1 % = 95.26 meV
D with |Q| 10 % smaller = -86.99 meV
D with Delta 5 % larger = -97.13 meV
--- strain (%), Q, D, D without split-off states (meV) ---
-2.0  -72.00  +24.93  +144.00
-0.5  -18.00  +19.27  +36.00
-0.1  -3.60  +6.50  +7.20
+0.1  +3.60  -7.79  -7.20
+0.5  +18.00  -45.59  -36.00
+2.0  +72.00  -204.21  -144.00
\end{verbatim}
